# Natural length of a thin channel with anisotropic permittivity: test program

```python
# RESULT UNDER TEST: natural length L0 of a symmetric double-gate thin body.
# Exact slowest mode: sqrt(ex*ez)*tan(b)*tan(d/L0) = i,
#                     b = (h/L0)*sqrt(ex/ez).
# Thin body (b << 1): (ex*h/L0)*tan(d/L0) = i, with no ez.
# If also d << L0:    L0^2 = ex*t*d/(2*i).
# ex, ez: body permittivity along and across the channel; t = 2h: thickness;
# i, d: permittivity and thickness of each gate insulator. Lengths are in nm.
# Gaussian e^2 is formed from SI constants as e^2/(4 pi eps0), in eV nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def exact_length(ex, ez, h, i, d, screen=0.0):
    """Root of the matching condition; screen = inverse square length."""
    alpha = np.sqrt(ex / ez)

    def mismatch(u):
        q = np.sqrt(max(u * u - screen, 0.0))
        return (np.sqrt(ex * ez) * q * np.sin(alpha * h * q) * np.sin(d * u)
                - i * u * np.cos(d * u) * np.cos(alpha * h * q))

    low = max(np.sqrt(screen), 1e-6)
    high = min(np.pi / (2 * d),
               np.sqrt(screen + (np.pi / (2 * alpha * h))**2))
    return 1 / brentq(mismatch, low, high, xtol=1e-14)


def sheet_length(ex, h, i, d):
    def mismatch(u):
        return ex * h * u * np.sin(d * u) - i * np.cos(d * u)
    return 1 / brentq(mismatch, 1e-9, np.pi / (2 * d), xtol=1e-14)


def finite_volume(ex, ez, h, i, d, nb=200, no=1000, screen=0.0):
    """Vertical stiffness and mass from flux balance on a mesh."""
    dz = np.r_[np.full(nb, h / nb), np.full(no, d / no)]
    across = np.r_[np.full(nb, ez), np.full(no, i)]
    along = np.r_[np.full(nb, ex), np.full(no, i)]
    k = across / dz
    m = along * dz / 2
    s = m * np.r_[np.full(nb, screen), np.zeros(no)]
    diagonal, mass = k + s, m.copy()
    diagonal[1:] += k[:-1] + s[:-1]
    mass[1:] += m[:-1]
    z = np.r_[0.0, np.cumsum(dz)[:-1]]
    return z, diagonal, -k[:-1], mass


def mesh_mode(ex, ez, h, i, d, screen=0.0):
    z, diagonal, off, mass = finite_volume(ex, ez, h, i, d, screen=screen)
    value, vector = eigh_tridiagonal(
        diagonal / mass, off / np.sqrt(mass[:-1] * mass[1:]),
        select='i', select_range=(0, 0))
    profile = vector[:, 0] / np.sqrt(mass)
    return 1 / np.sqrt(value[0]), profile / profile[0]


def drain_profile(z, h, d):
    return np.where(z <= h, 1.0, (h + d - z) / d)


def mode_amplitude(ex, ez, h, i, d, length):
    """Midplane amplitude of the lowest mode in the drain-edge profile."""
    b = h / length * np.sqrt(ex / ez)

    def mode(z):
        if z <= h:
            return np.cos(b * z / h)
        return np.cos(b) * np.sin((h + d - z) / length) / np.sin(d / length)

    def integral(function):
        return (ex * quad(function, 0, h)[0]
                + i * quad(function, h, h + d)[0])

    overlap = integral(lambda z: mode(z) * float(drain_profile(z, h, d)))
    return overlap / integral(lambda z: mode(z)**2)


def laplace_midpoint(ex, ez, h, i, d, channel):
    """Two-dimensional solution: source 0, drain edge 1, gates 0."""
    z, diagonal, off, mass = finite_volume(ex, ez, h, i, d, 20, 50)
    intervals = 120
    dx = channel / intervals
    nx = intervals - 1
    vertical = diags([off, diagonal, off], [-1, 0, 1])
    second = diags([np.ones(nx - 1), -2 * np.ones(nx), np.ones(nx - 1)],
                   [-1, 0, 1]) / dx**2
    matrix = kron(identity(nx), vertical) - kron(second, diags(mass))
    rhs = np.zeros((nx, len(z)))
    rhs[-1] = mass * drain_profile(z, h, d) / dx**2
    field = spsolve(matrix.tocsc(), rhs.ravel()).reshape(nx, len(z))
    return field[intervals // 2 - 1, 0]


ex, ez = 15.0, 6.0
channel, drain_voltage = 10.0, 0.5
cases = [("A", 0.65, 4.0, 1.0),
         ("B", 0.65, 20.0, 3.0),
         ("C", 3.25, 4.0, 2.0)]
print(f"body ex, ez = {ex:.0f}, {ez:.0f} (relative)")
print(f"channel = {channel:.0f} nm; drain = {drain_voltage:.1f} V")

for name, t, i, d in cases:
    h = t / 2
    length = exact_length(ex, ez, h, i, d)
    mesh_length, profile = mesh_mode(ex, ez, h, i, d)
    assert abs(mesh_length / length - 1) < 2e-5
    b = h / length * np.sqrt(ex / ez)
    assert abs(profile[200] - np.cos(b)) < 2e-5
    # The mean-to-surface ratio is found by quadrature of the mesh mode.
    body = profile[:201]
    mean = (body.sum() - (body[0] + body[-1]) / 2) / 200
    assert abs(mean / body[-1] - np.tan(b) / b) < 3e-5
    # Sensitivities come from the mesh eigenvalue, not the matching formula.
    step = 0.01
    up, down = np.exp(step), np.exp(-step)
    sx = np.log(mesh_mode(ex * up, ez, h, i, d)[0]
                / mesh_mode(ex * down, ez, h, i, d)[0]) / (2 * step)
    sz = np.log(mesh_mode(ex, ez * up, h, i, d)[0]
                / mesh_mode(ex, ez * down, h, i, d)[0]) / (2 * step)
    ratio = (2 * b - np.sin(2 * b)) / (2 * b + np.sin(2 * b))
    assert abs((-sz / sx) / ratio - 1) < 3e-3
    # Field energies in the body, from differences of the mesh mode.
    dz = h / 200
    transverse = ez * np.sum(np.diff(body)**2) / dz
    squares = np.sum((body[:-1]**2 + body[1:]**2) / 2) * dz
    longitudinal = ex * squares / mesh_length**2
    assert abs(transverse / longitudinal / ratio - 1) < 1e-3
    amplitude = mode_amplitude(ex, ez, h, i, d, length)
    middle = amplitude / (2 * np.cosh(channel / (2 * length)))
    middle_2d = laplace_midpoint(ex, ez, h, i, d, channel)
    assert abs(middle / middle_2d - 1) < 0.01
    familiar = np.sqrt(ex * t * d / (2 * i))
    second_order = np.sqrt(familiar**2 + d**2 / 3 + ex / ez * h**2 / 3)
    print(f"{name}: t={t:.2f} nm, d={d:.1f} nm, i={i:.0f}")
    print(f"{name} window: {i*h/ez:.3f} << d << {ex*h/i:.3f} nm")
    print(f"{name} L0 exact={length:.4f}, sheet="
          f"{sheet_length(ex, h, i, d):.4f} nm")
    print(f"{name} L0 familiar={familiar:.4f}, 2nd order="
          f"{second_order:.4f} nm")
    print(f"{name} familiar form with ez for ex = "
          f"{np.sqrt(ez*t*d/(2*i)):.4f} nm")
    print(f"{name} b={b:.4f}, b^2/3={b*b/3:.4f}, d/L0={d/length:.4f}")
    print(f"{name} dlnL0/dln: ex={sx:.4f}, ez={sz:.5f}")
    print(f"{name} transverse/longitudinal energy = {ratio:.4f}")
    print(f"{name} mode amplitude A={amplitude:.4f}, L/L0="
          f"{channel/length:.2f}")
    print(f"{name} mid-channel: mode={1000*drain_voltage*middle:.2f}, "
          f"2D={1000*drain_voltage*middle_2d:.2f} mV")

# Stronger body permittivity at fixed geometry makes both b and d/L0 small.
h, i, d = 1.625, 4.0, 2.0
first_errors, second_errors = [], []
for factor in (10, 20):
    square = mesh_mode(factor * ex, factor * ez, h, i, d)[0]**2
    leading = factor * ex * h * d / i
    first_errors.append(abs(square / leading - 1))
    corrected = leading + d**2 / 3 + ex / ez * h**2 / 3
    second_errors.append(abs(square - corrected) / leading)
first_order = np.log2(first_errors[0] / first_errors[1])
second_order = np.log2(second_errors[0] / second_errors[1])
assert 0.9 < first_order < 1.1
assert 1.7 < second_order < 2.3
print(f"error orders, familiar and corrected: "
      f"{first_order:.2f}, {second_order:.2f}")

# Vanishing body at fixed insulator: both remainders should be cubic in h.
i, d = 4.0, 1.0
sheet_errors, line_errors = [], []
for h in (0.04, 0.02):
    value = mesh_mode(ex, ez, h, i, d)[0]
    sheet_errors.append(abs(value - sheet_length(ex, h, i, d)))
    line_errors.append(abs(value - 2 / np.pi * (d + ex * h / i)))
sheet_order = np.log2(sheet_errors[0] / sheet_errors[1])
line_order = np.log2(line_errors[0] / line_errors[1])
assert 2.6 < sheet_order < 3.2
assert 2.6 < line_order < 3.2
print(f"thin-body error orders, sheet and linear: "
      f"{sheet_order:.2f}, {line_order:.2f}")
for name, t, i, d in cases[:2]:
    print(f"{name} limit 2d/pi={2*d/np.pi:.4f}, linear="
          f"{2/np.pi*(d+ex*t/(2*i)):.4f} nm")

# Size effects outside the charge-free dielectric model, for structure A.
_, t, i, d = cases[0]
h = t / 2
temperature = 300.0
kt = const.k * temperature / const.e
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
density_cm2 = 1e11
density = density_cm2 * 1e-14
screen = 4 * np.pi * e2 * density / (ex * t * kt)
screened = exact_length(ex, ez, h, i, d, screen)
assert abs(mesh_mode(ex, ez, h, i, d, screen)[0] / screened - 1) < 2e-5
print(f"T={temperature:.0f} K, kT={kt:.5f} eV, n={density_cm2:.0e} cm^-2")
print(f"A with mobile-charge screening: L0={screened:.4f} nm")

mass_ratio, valleys = 0.5, 2
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e18
thermal_density = valleys * mass_ratio * kt / (np.pi * hbar2_m)
print(f"mass={mass_ratio:.1f} m, valleys={valleys}; "
      f"n/(DOS kT)={density/thermal_density:.4f}")

# A wider assigned body keeps its vacuum sheet polarizabilities and gate gap.
wide = 1.2 * t
wide_ex = 1 + (ex - 1) * t / wide
wide_ez = 1 / (1 - (1 - 1 / ez) * t / wide)
wide_d = d - (wide - t) / 2
wide_length = exact_length(wide_ex, wide_ez, wide / 2, i, wide_d)
print(f"A body 20% wider: t={wide:.2f}, d={wide_d:.3f} nm")
print(f"  ex={wide_ex:.2f}, ez={wide_ez:.2f}, L0={wide_length:.4f} nm")

barrier = 0.3
kappa = np.sqrt(2 * mass_ratio * barrier / hbar2_m)
print(f"source barrier={barrier:.1f} eV, barrier/kT={barrier/kt:.2f}")
print(f"source-drain tunnelling exponent={2*kappa*channel:.2f}")
print(f"equal-exponent channel length={barrier/kt/(2*kappa):.2f} nm")
for name, gap, gate_mass, gate_barrier in (
        ("A", cases[0][3], 0.4, 3.0), ("B", cases[1][3], 0.2, 1.5)):
    exponent = 2 * gap * np.sqrt(2 * gate_mass * gate_barrier / hbar2_m)
    field = drain_voltage / gap * 10
    print(f"{name} gate barrier={gate_barrier:.1f} eV, "
          f"mass={gate_mass:.1f} m")
    print(f"{name} gate exponent={exponent:.2f}, "
          f"field at 0.5 V={field:.2f} MV/cm")

print("all good")
```

Printed output:

```
body ex, ez = 15, 6 (relative)
channel = 10 nm; drain = 0.5 V
A: t=0.65 nm, d=1.0 nm, i=4
A window: 0.217 << d << 1.219 nm
A L0 exact=1.2793, sheet=1.2519 nm
A L0 familiar=1.1040, 2nd order=1.2807 nm
A familiar form with ez for ex = 0.6982 nm
A b=0.4017, b^2/3=0.0538, d/L0=0.7817
A dlnL0/dln: ex=0.3949, ez=-0.02169
A transverse/longitudinal energy = 0.0549
A mode amplitude A=1.0297, L/L0=7.82
A mid-channel: mode=10.33, 2D=10.34 mV
B: t=0.65 nm, d=3.0 nm, i=20
B window: 1.083 << d << 0.244 nm
B L0 exact=2.0676, sheet=2.0643 nm
B L0 familiar=0.8551, 2nd order=1.9543 nm
B familiar form with ez for ex = 0.5408 nm
B b=0.2485, b^2/3=0.0206, d/L0=1.4510
B dlnL0/dln: ex=0.0770, ez=-0.00160
B transverse/longitudinal energy = 0.0208
B mode amplitude A=0.8902, L/L0=4.84
B mid-channel: mode=39.33, 2D=39.39 mV
C: t=3.25 nm, d=2.0 nm, i=4
C window: 1.083 << d << 6.094 nm
C L0 exact=3.9513, sheet=3.6807 nm
C L0 familiar=3.4911, 2nd order=3.9650 nm
C familiar form with ez for ex = 2.2079 nm
C b=0.6503, b^2/3=0.1409, d/L0=0.5062
C dlnL0/dln: ex=0.4619, ez=-0.06872
C transverse/longitudinal energy = 0.1488
C mode amplitude A=1.0821, L/L0=2.53
C mid-channel: mode=141.38, 2D=141.22 mV
error orders, familiar and corrected: 1.00, 1.98
thin-body error orders, sheet and linear: 2.77, 2.79
A limit 2d/pi=0.6366, linear=1.4125 nm
B limit 2d/pi=1.9099, linear=2.0650 nm
T=300 K, kT=0.02585 eV, n=1e+11 cm^-2
A with mobile-charge screening: L0=1.2238 nm
mass=0.5 m, valleys=2; n/(DOS kT)=0.0093
A body 20% wider: t=0.78, d=0.935 nm
  ex=12.67, ez=3.27, L0=1.2731 nm
source barrier=0.3 eV, barrier/kT=11.60
source-drain tunnelling exponent=39.68
equal-exponent channel length=2.92 nm
A gate barrier=3.0 eV, mass=0.4 m
A gate exponent=11.22, field at 0.5 V=5.00 MV/cm
B gate barrier=1.5 eV, mass=0.2 m
B gate exponent=16.84, field at 0.5 V=1.67 MV/cm
all good
```
